# Bond Length, Coordination and Close Packing in the Second-Moment Model

**Q:** If an atom gains energy from each bond, more neighbours must always be better. What is there left to explain about the coordination of a metal?

**A:** The gain per bond need not stay constant as neighbours are added. Let each atom have $z$ equivalent neighbours at distance $r$, ignore all more distant atoms, and measure the energy per atom from free atoms:

$$
E(z,r)=R-H,\qquad R=zAe^{-pr},\qquad H=\sqrt z\,\xi e^{-qr}.
$$

Here $R$ is the repulsion and $H$ the size of the attraction. The constants $A,\xi,p,q$ are positive and are taken to be the same in every structure. Since two atoms share each bond, $A$ is half the strength of the pair repulsion. The repulsion grows as $z$ but the attraction only as $\sqrt z$, so the answer depends on how the bond length responds.

**Q:** The repulsion is a sum over pairs. Why should the attraction not be one too?

**A:** It comes from filling a band. Take one orbital per atom, with its free-atom level at zero energy, and hopping of magnitude $h$ between neighbours. The second moment of the local density of states is the sum over all paths that leave an atom and return in two hops:

$$
\mu_2=\sum_j H_{ij}H_{ji}=zh^2 .
$$

In this sum $H_{ij}$ is a matrix element, not the energy $H$. The natural band width is therefore $w=\sqrt{\mu_2}=\sqrt z\,h$.

Now assume that a change of structure alters the width but not the shape of the density of states, so that $n(\varepsilon)=f(\varepsilon/w)/w$ per spin. With $x=\varepsilon/w$, the electron count per atom is

$$
N=2\int_{-\infty}^{x_F} f(x)\,dx .
$$

At fixed $N$ this fixes $x_F$, whatever the width. The band energy is

$$
2\int_{-\infty}^{\varepsilon_F}\varepsilon\,n(\varepsilon)\,d\varepsilon
=2w\int_{-\infty}^{x_F}x f(x)\,dx=-c\sqrt z\,h .
$$

The mean of $f$ is zero, because the on-site level is zero. A partly filled band holds its lower levels first, so the last integral is negative and $c>0$. If $h=h_0e^{-qr}$, this is $-H$ with $\xi=ch_0$. The square root thus rests on the fixed band shape, which is an approximation.

**Q:** Suppose I accept it. How do I know that the two exponentials give a stable bond at all?

**A:** Differentiate at fixed $z$. Each exponential brings down its decay rate:

$$
\frac{dE}{dr}=-pR+qH
=qH\left[1-\frac{pA\sqrt z}{q\xi}e^{-(p-q)r}\right].
$$

The prefactor $qH$ is positive, so the bracket decides the sign. If $p>q$, the exponential in it falls with $r$. The slope then changes from negative to positive once, and the energy has one minimum as a function of $r$. That minimum lies at positive $r$ if

$$
pA\sqrt z>q\xi .
$$

If this fails, the slope is positive for all $r>0$ and the model collapses to zero distance. The condition is hardest to meet at $z=1$, so meeting it there covers every larger coordination.

If $p<q$, the exponential in the bracket grows with $r$. Any stationary point is then a maximum, with no bound equilibrium. If $p=q$, both energies have the same dependence on $r$ and no isolated minimum exists. From here on I take $p>q$ and $pA>q\xi$.

**Q:** Then what does an added neighbour do to the length of the bonds?

**A:** Set the bracket to zero:

$$
e^{(p-q)r_0}=\frac{pA\sqrt z}{q\xi}.
$$

Take the logarithm, use $\ln\sqrt z=\tfrac12\ln z$, and divide by $p-q$:

$$
r_0(z)=\frac{1}{p-q}\ln\frac{pA}{q\xi}
+\frac{\ln z}{2(p-q)} .
$$

Bonds lengthen with coordination because, at a given distance, repulsion gains a factor $\sqrt z$ on attraction. Stretching the bond restores the balance, since repulsion decays faster.

Compare a purely pairwise attraction, $z\xi e^{-qr}$. Then $z$ is a common factor of the whole energy, the bond length does not depend on $z$, and the cohesion is proportional to $z$. Your opening argument is right in that case. The square root is what spoils it.

**Q:** Longer bonds are weaker bonds. Does the extra number make up for the loss?

**A:** That follows from the depth of the minimum. At equilibrium $pR=qH$, so $R=(q/p)H$ and the cohesive energy, counted positive, is

$$
E_{\rm coh}=H-R=\left(1-\frac qp\right)H(r_0).
$$

To evaluate $H$, raise the equilibrium condition to the power $-q/(p-q)$:

$$
e^{-qr_0}=\left(\frac{q\xi}{pA}\right)^{q/(p-q)}
z^{-q/[2(p-q)]}.
$$

Multiplying by $\sqrt z\,\xi$ gives $H(r_0)$, and hence

$$
E_{\rm coh}=Cz^\gamma,\qquad
C=\left(1-\frac qp\right)\xi
\left(\frac{q\xi}{pA}\right)^{q/(p-q)},
$$

$$
\gamma=\frac12-\frac{q}{2(p-q)}
=\frac{(p-q)-q}{2(p-q)}
=\frac{p-2q}{2(p-q)} .
$$

The cohesion is a fixed fraction of $H(r_0)$, so both have this exponent. The term $\tfrac12$ is the growth of the attraction at fixed bond length, and the subtracted term is what the attraction loses through stretching. The stretch still pays, because it lowers the repulsion by more. Since $p-q$ is positive, $\gamma$ has the sign of $p-2q$.

- For $p>2q$, cohesion rises with $z$, and the largest available coordination wins.
- For $p=2q$, all coordinations have the same cohesion.
- For $q<p<2q$, cohesion falls with $z$, and separate pairs with $z=1$ win among bonded states.

In three dimensions the largest number of equal nearest neighbours, with none of them closer to each other than to the centre, is twelve. Within this model, close packing therefore needs $p>2q$. Both fcc and hcp have $z=12$, so the model cannot choose between them. The comparison is also made at zero pressure; under pressure the volume enters as well.

**Q:** You could have hidden something in that exponent. Can you show me the factor of two without solving for the bond length?

**A:** Compare structures at equal attraction instead of equal distance. From $H=\sqrt z\,\xi e^{-qr}$,

$$
e^{-pr}=\left(e^{-qr}\right)^{p/q}
=\left(\frac{H}{\sqrt z\,\xi}\right)^{p/q}.
$$

Put this into $R=zAe^{-pr}$ and collect the powers of $z$:

$$
R=A\,\xi^{-p/q}\,z^{\,1-p/(2q)}\,H^{p/q}.
$$

For $p>2q$ the power of $z$ is negative, so a higher coordination buys the same attraction for less repulsion. For $p<2q$ it costs more. The factor of two comes from the square root: $z$ enters $H$ with power one half but $R$ with power one.

At $p=2q$ the coordination drops out:

$$
E=\frac{A}{\xi^2}H^2-H .
$$

Setting the derivative with respect to $H$ to zero gives $H=\xi^2/(2A)$ and $E=-\xi^2/(4A)$ for every $z$. The bond lengths still differ; only the energies agree.

**Q:** When close packing does win, are its individual bonds stronger?

**A:** No, they are weaker. There are $z/2$ bonds per atom, so the energy per bond is

$$
\frac{2E_{\rm coh}}z=2Cz^{\gamma-1},\qquad
\gamma-1=\frac{p-2q-2p+2q}{2(p-q)}=-\frac{p}{2(p-q)} .
$$

This exponent is negative for all $p>q$. Close packing wins by having many weak bonds.

The limit of a very steep repulsion shows how far this can go. As $p\to\infty$ at fixed $q$, the slope $1/[2(p-q)]$ of the bond length tends to zero and $\gamma\to\tfrac12$. The stretch is then small compared with the decay length $1/q$ of the attraction, so it takes little from the attraction, and cohesion follows the bare $\sqrt z$ of the band. To keep the bond length finite in this limit, $A$ must grow with $p$; this leaves $\gamma$ unchanged, since $\gamma$ does not depend on $A$. For finite $p$ and positive $q$, $\gamma$ stays below one half.

**Q:** Put numbers in. Is there a real metal for which this is even roughly sensible?

**A:** Iron is a useful case because it is bcc under ordinary conditions, while a rule that favours $z=12$ points elsewhere. I take round parameters meant to give roughly its bond length and cohesion:

$$
A=4000\ \mathrm{eV},\quad \xi=25\ \mathrm{eV},\quad
p=40\ \mathrm{nm^{-1}},\quad q=10\ \mathrm{nm^{-1}} .
$$

They are not a fitted potential. First, $pA/(q\xi)=160000/250=640$, so the condition for a positive bond length holds at $z=1$. For the eight neighbours of bcc,

$$
r_0=\frac{\ln640+\frac12\ln8}{30}\ \mathrm{nm}
=\frac{6.461+1.040}{30}\ \mathrm{nm}=0.250\ \mathrm{nm}.
$$

The attraction is $H=\sqrt8\times25\,e^{-10r_0}=5.80$ eV, with $r_0$ in nm. The repulsion is a quarter of it, $R=1.45$ eV, because $q/p=1/4$. The cohesion is $5.80-1.45=4.35$ eV per atom, or 420 kJ/mol.

The exponent is $\gamma=(40-20)/60=1/3$. The same formulas give, for other coordinations:

| $z$ | $r_0$ (nm) | $E_{\rm coh}$ (eV/atom) | per bond (eV) |
|---:|---:|---:|---:|
| 1 | 0.215 | 2.18 | 4.35 |
| 2 | 0.227 | 2.74 | 2.74 |
| 4 | 0.238 | 3.45 | 1.73 |
| 6 | 0.245 | 3.95 | 1.32 |
| 8 | 0.250 | 4.35 | 1.09 |
| 12 | 0.257 | 4.98 | 0.83 |

From $z=8$ to $12$ the bond stretches by $\ln(1.5)/60=0.0068$ nm, about 2.7% of its length at $z=8$. Cohesion rises by the factor $1.5^{1/3}=1.145$, or 0.63 eV per atom.

**Q:** That regime has $p=4q$, safely on one side. What happens if I move $q$?

**A:** Hold $A$, $\xi$ and $p$ fixed. These changes illustrate the threshold and no longer describe an iron-like metal.

At $q=10$ nm$^{-1}$ the cohesion at $z=12$ is $12^{1/3}=2.29$ times that at $z=1$. At $q=20$ nm$^{-1}$ the exponent is zero and the ratio is 1. At $q=25$ nm$^{-1}$ the exponent is $(40-50)/30=-1/3$ and the ratio is 0.44.

The repulsion at equal attraction tells the same story. Its ratio between $z=12$ and $z=8$ is $1.5^{1-p/(2q)}$, which equals 0.67, 1 and 1.08 for the three values of $q$.

**Q:** You chose the parameters to give the length and cohesion. Does anything else come out right?

**A:** The stiffness is a separate quantity. Differentiate the energy twice and use $pR=qH$:

$$
E''=p^2R-q^2H=pqH-q^2H=q(p-q)H .
$$

Since $H=pE_{\rm coh}/(p-q)$, this becomes $E''=pqE_{\rm coh}$. For $z=8$ it is 1741 eV/nm$^2$.

A bcc cube of edge $a=2r/\sqrt3$ holds two atoms, so the volume per atom is

$$
\Omega=\frac{a^3}{2}=\frac{4r^3}{3\sqrt3},\qquad
\frac{d\Omega}{dr}=\frac{3\Omega}{r}.
$$

At equilibrium $E'=0$, so $d^2E/d\Omega^2=E''(r_0/3\Omega)^2$. The bulk modulus is

$$
B=\Omega\frac{d^2E}{d\Omega^2}
=\frac{r_0^2E''}{9\Omega}
=\frac{pq\,r_0^2E_{\rm coh}}{9\Omega}.
$$

With $\Omega=0.01203$ nm$^3$ this gives 161 GPa.

Beside real iron, whose bond length is roughly 0.25 nm, cohesion roughly 4.3 eV per atom and bulk modulus roughly 170 GPa, none of the three model values is far off. The first two were aimed at. The third depends on the product $pq$, which the length and cohesion do not fix, so its agreement reflects the decay rates I chose and is not a prediction. The structure is the failure: the model puts fcc 0.63 eV per atom below bcc. The assumption most plainly broken is that of a single neighbour shell, because bcc has six second neighbours only $2/\sqrt3=1.155$ times as far away as the first. Including further shells, with the parameters unchanged, cuts the 0.63 eV to 0.04 eV.

**Q:** That is nearly the whole effect. How did you include those shells?

**A:** Let $s_j$ be the distance of neighbour $j$ in units of the nearest-neighbour length. The same model with all neighbours is

$$
E(r)=A\sum_j e^{-prs_j}
-\xi\left(\sum_j e^{-2qrs_j}\right)^{1/2}.
$$

The factor 2 in the second exponent appears because second moments, which are squares of hoppings, are what add. I summed over each lattice and minimized the energy numerically in $r$. The advantage of fcc over bcc is then:

- one shell: 0.630 eV per atom;
- two shells: 0.117 eV per atom;
- all neighbours within six bond lengths: 0.043 eV per atom.

Moving the cutoff from four to six bond lengths changes neither cohesion by more than $10^{-5}$ eV per atom. The second shells alone remove about four fifths of the original difference. In fcc the second shell also has six atoms, but it lies at $\sqrt2=1.414$ bond lengths, where the hopping is weaker.

The cohesions themselves rise to 5.32 eV for bcc and 5.36 eV for fcc, well above the value first aimed at. The bcc bulk modulus rises too, to about 220 GPa, so the earlier agreement with iron belongs to the one-shell model only. Nor is this bcc lattice a stable crystal: its energy is a minimum in $r$, but some small displacements of the atoms against each other lower it. The one-shell bcc lattice is itself only marginal, since its tetragonal shear constant $C'$ is zero. A serious long-range model would need new parameters, and its structural difference could change. Once several shells count, one integer $z$ no longer describes the structure, and the simple power law need not hold.

**Q:** And the assumption that the band keeps its shape?

**A:** A half-filled $s$ band gives a measure of that error. I sampled its levels on a uniform mesh of $48^3$ wavevectors, filled the lower half, and divided the energy gained per atom by $\sqrt{\mu_2}$. A perfect square-root law would give one number for all lattices. The results are 0.901 for the chain, 0.810 for the square lattice, 0.818 for simple cubic, 0.731 for bcc and 0.755 for fcc. Going from a $32^3$ to a $48^3$ mesh moves them by at most 0.002, so the third digit is not settled. The exact values for the chain, square and bcc lattices are $2\sqrt2/\pi=0.900$, $8/\pi^2=0.811$ and $\sqrt8\,(2/\pi)^3=0.730$.

The largest and smallest differ by a factor of 1.23. Had I divided by $z$ instead, the factor would be 2.92. So for these bands the square root is a fair first description and proportionality to $z$ a poor one.

It is not accurate enough to settle a small structural difference. The fcc coefficient exceeds the bcc one by 3 to 4%. At a minimum, a small change in $H$ alters the energy by that change to first order, since the shift of $r_0$ contributes only at second order. Three to four per cent of 5.80 eV is roughly 0.2 eV per atom. That figure is for nearest-neighbour hopping only. With hopping out to 2.6 bond lengths the two coefficients become 0.575 for bcc and 0.573 for fcc, a difference of about half a per cent with the opposite sign. That is a few hundredths of an eV, still comparable with the 0.043 eV left by the lattice sums. Iron has a partly filled $d$ band, so this indicates a size and not the sign of its correction.

**Q:** Iron is also a magnet, and it is used at room temperature. Do those matter here?

**A:** Magnetism can. In the mean-field Stoner picture a moment of $m$ Bohr magnetons lowers the exchange energy by $Im^2/4$. Rough values for iron, $I=0.9$ eV and $m=2.2$, give

$$
\frac{0.9\times2.2^2}{4}\ \mathrm{eV}=1.09\ \mathrm{eV}.
$$

This is a gross gain. Moving electrons into higher band levels costs energy and cancels part of it, and what matters for structure is the difference between the net gains in bcc and fcc. I have not computed that difference. A gross scale some 25 times larger than 0.043 eV still means that a nonmagnetic model cannot be trusted with the choice.

Temperature may matter too. At 300 K, $k_BT=0.026$ eV. If two structures are both stable, classical harmonic vibrations add to their free-energy difference $3k_BT$ times the difference in the mean logarithm of their frequencies. This term vanishes if the frequencies agree. I have not calculated it for iron, and the many-neighbour model above cannot supply it, because its bcc lattice is unstable.

**Q:** Then what may I safely conclude when someone gives me $p$ and $q$ for a metal?

**A:** If $p>2q$, the competition between nearest-neighbour repulsion and band broadening favours high coordination, provided the same parameters serve all the structures compared. If $q<p<2q$, it favours low coordination. The proviso matters most near $p=2q$. For half-filled $s$ bands, an isolated pair has the band coefficient 1 where fcc has 0.755, and with that difference in $\xi$ the pair still wins at $p=2.5q$. The inequality is a statement about that competition. For a choice as close as bcc against fcc, you must also know the distant shells, the shape and filling of the band, and any magnetism.
